The Milne Relation from Microscopic Reversibility, Checked against Thermal Equilibrium, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From reversible matrix elements to cross sections

Q: A photon can remove an electron from an atom, and an ion can capture a free electron while emitting a photon. If one process is the other run backwards, why are their cross sections not equal?

A: A cross section is a transition rate divided by an incident flux, and the rate contains a count of final states. In photoionization the incident particle is a photon and the final states are those of an electron. In recombination the roles are exchanged. Reversibility says something about matrix elements. To compare cross sections we must also compare the fluxes and the counts.

Q: Then define the two cross sections first. I suspect that factors of two will hide in the words.

A: Take an atomic level n with ionization energy I and g_n degenerate substates, electron spin included. After ionization the ion is in one specified level with g_+ substates, and the free electron has momentum p and speed v far from the ion. The ion is heavy and at rest, so its recoil is neglected. For a nonrelativistic electron of mass m,

p = mv,
hν = I + mv²/2.

The photoionization cross section σ_ion(ν) is averaged over the g_n atomic substates and the two photon polarizations. It is summed over the ion substates, the electron spin and the electron direction.

The recombination cross section σ_rec(v) is averaged over the g_+ ion substates and the two electron spins. It is summed over the substates of level n, the photon polarizations and the photon direction. It refers to spontaneous emission and to capture directly into n. Electrons that reach n later, by cascade from higher levels, are not counted.

Q: Suppose the photon can leave the ion in several different levels. Does σ_ion include them all?

A: No. It is the partial cross section for the ion level that takes part in the recombination. If the measured or computed quantity is a total over ion levels, it must first be separated. Each ion level has its own I, and hence its own electron momentum at a given ν.

Q: How do you count the states of a free electron?

A: Put the system in a large box of volume V. A momentum-space element d³p contains V d³p/h³ states for each spin. With d³p = p² dp dΩ and dE = v dp, the number of states per unit energy and unit solid angle is

ρ_e = Vp²/(h³v).

For a photon write the momentum as

q = hν/c.

Its energy is cq, so dE = c dq, and for each polarization

ρ_γ = Vq²/(h³c).

These densities leave out spin and polarization, which I shall sum explicitly.

Q: The electron moves in the Coulomb field of the ion. Its wave is not a plane wave anywhere, since the field has infinite range. Why may you use the free density of states?

A: The plane waves are used for labelling and normalization. The states in the matrix elements are the full scattering states in the field of the ion. They are normalized so that the incident or outgoing plane-wave part has density 1/V at large distance. The Coulomb tail adds a phase that grows logarithmically with distance, but this phase does not change the density. Scattering states so normalized have the same density per momentum element, V/h³, as plane waves.

Q: Now write the photoionization rate.

A: The coupling W to the radiation field is taken to first order, so Fermi's golden rule applies. One photon in the box has flux c/V, and the rate it produces is cσ_ion/V. The golden rule gives 2π/ħ times the squared matrix element times the density of final electron states. For a photon incident along a fixed direction,

cσ_ion/V = (2π/ħ) [1/(2g_n)] Σ ∫ dΩ_p |M_ion|² Vp²/(h³v).

The sum runs over atomic substates, photon polarizations, ion substates and electron spins. The factor 1/(2g_n) turns the sums over initial states into averages.

Both levels are complete rotational multiplets, or sets of such multiplets, and there is no external field. After the sums and the integration over electron direction, no preferred direction is left. The result therefore cannot depend on the direction of the photon, and I may average over it:

cσ_ion/V = (2π/ħ) [S/(2g_n·4π)] Vp²/(h³v),

S = Σ ∫dΩ_q ∫dΩ_p |M_ion|².

Q: And recombination?

A: One electron in the box has flux v/V. The sum over initial states is now divided by 2g_+, with 2 for the electron spin. The final density is that of the photon:

vσ_rec/V = (2π/ħ) [S′/(2g_+·4π)] Vq²/(h³c),

S′ = Σ ∫dΩ_q ∫dΩ_p |M_rec|².

The same argument from rotational invariance has been used to average over the incident electron direction. The matrix elements contain one photon normalization and one electron normalization, so |M|² is proportional to 1/V². Each right-hand side is then proportional to 1/V, as is each left-hand side, and the box volume drops out of both cross sections.

Q: You want to set S equal to S′. Is that just the hermiticity of W?

A: Hermiticity is one ingredient, but the scattering states need care. An electron that leaves with momentum p is described by a state Ψ⁽⁻⁾(p): at large distance it has a plane-wave part and incoming spherical waves. A wave packet made from such states moves away with momentum p at late times. An electron that arrives with momentum p is described by Ψ⁽⁺⁾(p), which has a plane-wave part and outgoing spherical waves. Thus

M_ion = ⟨Ψ⁽⁻⁾(p)| W |n, q⟩,
M_rec = ⟨n, q| W |Ψ⁽⁺⁾(p)⟩.

Substate, spin and polarization labels are understood. Hermiticity converts the first into

M_ion* = ⟨n, q| W |Ψ⁽⁻⁾(p)⟩,

and this contains Ψ⁽⁻⁾, not Ψ⁽⁺⁾.

Q: So they may really differ?

A: Yes, for a fixed choice of directions and substates. Suppose two electron partial waves contribute, with phase shifts δ₀ and δ₂. Up to a common phase, the two amplitudes have the forms

A₀e^{iδ₀} + A₂e^{iδ₂}    for Ψ⁽⁺⁾,
A₀e^{−iδ₀} + A₂e^{−iδ₂}    for Ψ⁽⁻⁾.

Their squared magnitudes have the interference terms

2 Re[A₀A₂* e^{±i(δ₀−δ₂)}].

These agree when A₀A₂* is real, but in general they do not. An equality of individual angular amplitudes would therefore claim too much.

Q: What repairs the argument?

A: Time reversal. Let Θ be the time-reversal operator. It is antiunitary, which means that it preserves magnitudes of inner products and complex-conjugates their values. The coupling between electrons and radiation is unchanged by it: in the term proportional to A·p, both the vector potential and the electron momentum change sign. Hence

⟨Θφ|W|Θχ⟩ = ⟨φ|W|χ⟩*.

Time reversal changes p to −p, reverses the spins, and exchanges incoming with outgoing spherical waves. Up to a phase,

ΘΨ⁽⁻⁾(p) = Ψ⁽⁺⁾(−p),

with the spin and ion substates replaced by their reversed partners. A photon of momentum q becomes one of momentum −q, with a corresponding polarization. Therefore

|⟨Ψ⁽⁻⁾(p)|W|n, q⟩|
= |⟨Ψ⁽⁺⁾(−p)|W|n̂, −q⟩|
= |⟨n̂, −q|W|Ψ⁽⁺⁾(−p)⟩|.

The hat marks the reversed atomic substate. The first equality is time reversal and the second is hermiticity. This is microscopic reversibility for the present process.

Q: But the final expression has reversed momenta and different substates.

A: The sums remove that difference. As p runs over all directions, so does −p, and the same holds for q. Without an external field, the reversed substates again form a complete basis of the same level, and reversed polarizations form a complete polarization basis. Every term of S is matched with one term of S′. Thus

S = S′.

Q: Is time reversal needed even for hydrogen, where the ion has no internal excitation?

A: For the summed result in that case there is a shorter road. At fixed energy, the set of all Ψ⁽⁺⁾ and the set of all Ψ⁽⁻⁾ span the same space of continuum states. If one ion level is open, summing |⟨n, q|W|Ψ⟩|² over either complete set gives the same number, and hermiticity then suffices. With several open ion levels, completeness equates the sums over all of them together. Time reversal is what gives the equality for one selected ion level.

Q: Very well. Divide the two rates.

A: Dividing the recombination equation by the photoionization equation, with S = S′, gives

(v/c) σ_rec/σ_ion
= (2g_n/2g_+) [q²/(h³c)] [h³v/p²]
= (g_n/g_+) (v/c) q²/p².

The factor v/c cancels:

σ_rec/σ_ion = (g_n/g_+) q²/p².

Substituting q = hν/c and p = mv, we obtain the Milne relation

σ_rec(v) = (g_n/g_+) [hν/(mcv)]² σ_ion(ν),
hν = I + mv²/2.

A more symmetrical form keeps every weight visible:

2g_+ p² σ_rec = 2g_n q² σ_ion.

On the left, 2 counts electron spins; on the right, 2 counts photon polarizations. They cancel because they happen to be equal, not because either was omitted.

Q: Does the nuclear spin belong in g_n and g_+?

A: If it takes no part in the transition and its energy splittings are neglected, it multiplies both weights by the same number and cancels. For hydrogen one may then use g_+ = 1 for the proton and g_n = 2 for the 1s level. What matters is to use one convention in both weights.

Q: What does the momentum ratio mean physically?

A: The factors p² and q² count electron and photon states per unit momentum. The densities per unit energy are proportional to p²/v and q²/c, and these speeds cancel against the incident fluxes, which leaves q²/p². When the electron energy lies well above I²/(2mc²) and well below mc², the photon has much less momentum than the electron, and the factor is small. We can find how small the factor gets. With E = mv²/2,

q²/p² = (I + E)²/(2mc²E).

Its derivative with respect to E vanishes when

2(I + E)E − (I + E)² = 0,

which gives E = I. The expression grows without limit at both ends of the range, so this is its minimum:

(q²/p²)_min = 2I/(mc²).

The nonrelativistic treatment requires I ≪ mc², and the minimum is then small.

Q: Your formula diverges as v tends to zero. Can an ion have an infinite cross section?

A: If σ_ion tends to a nonzero value at threshold, then

σ_rec ≈ (g_n/g_+) [I/(mcv)]² σ_ion(threshold),

which grows as 1/v². The rate for one ion in a beam of electron density N_e is N_e v σ_rec, which grows as 1/v. In a gas with a Maxwell distribution, the number of electrons in a speed interval is proportional to v² at small v. The integrand v²·vσ_rec is then proportional to v, so the averaged rate is finite. The condition on σ_ion matters: if it vanishes at threshold, the growth is weaker or absent.

Q: And fast electrons?

A: For E ≫ I we have hν ≈ mv²/2. Then hν/(mcv) ≈ v/(2c), and

σ_rec ≈ (g_n/g_+) [v/(2c)]² σ_ion.

This still requires v ≪ c. The density-of-states argument used dE = v dp, which also holds for a relativistic electron, so the form with q²/p² has a wider kinematic range than the form with mv. The matrix elements would then have to be relativistic too.

Q: If photons are already present, recombination is stimulated. Where does that enter?

A: In a mode that holds N photons, the squared matrix element for emission is multiplied by N + 1. The 1 is spontaneous emission and N is stimulated emission. If the radiation is isotropic and unpolarized, with mean occupation n̄(ν) per mode, every final photon mode gets the same factor. The total recombination cross section is then

σ_rec (1 + n̄).

The Milne relation concerns the spontaneous part. If the radiation is a beam, or is polarized, the factor must be applied mode by mode before the angular sum.

Q: Does any of this require thermal equilibrium?

A: No temperature has appeared. The relation connects two cross sections of the same pair of levels, and it may be used with any electron speed distribution. The averaged cross sections give the rates when the substates are evenly populated. They also give them for an uneven population within one rotational multiplet, provided the incident photons or electrons are isotropic and unpolarized, because rotational invariance then gives every substate the same total rate. In a beam, or with polarized photons or electrons, an aligned atom or a spin-polarized ion in general needs the cross sections of its separate substates.

The derivation also fails as written in an external magnetic field. Directions are then no longer equivalent, the levels split, and time reversal connects a process in field B with one in field −B. Finally, the golden rule fails if the coupling to radiation cannot be treated to first order, for example in a strong laser field.

## Part 2. Thermal balance and an independent calculation for hydrogen

Microscopic reversibility, with the fluxes and final states counted, has given the Milne relation between the photoionization and recombination cross sections, without assuming thermal equilibrium. It remains to check the relation against thermal balance and against separately calculated cross sections for hydrogen.
